# Scharfetter-Gummel flux: equilibrium and positive densities on coarse meshes: a numerical check

```python
# Result under test: the Scharfetter-Gummel (SG) electron flux in one mesh cell,
#   F = (D/h) [B(-d) n_left - B(d) n_right],  B(x) = x/(exp(x)-1),
# keeps Boltzmann equilibrium and positive densities on every mesh, whereas
# centred differences can fail once |d| > 2.
# Symbols: n electron density, u = e*phi/(kT), d = u_right - u_left, h cell width,
# D = mobility*kT/e. Scaled units: length L, density n_s = eps*kT/(4 pi e^2 L^2),
# flux D*n_s/L. Poisson's equation is then u'' = n (Gaussian units, charge -e).
import numpy as np
from scipy import constants as const
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.integrate import solve_ivp, solve_bvp


def bernoulli(x):
    x = np.asarray(x, float)
    small = np.abs(x) < 1e-4
    y = np.where(small, 1.0, x)
    return np.where(small, 1 - x / 2 + x * x / 12, y / np.expm1(y))


def bernoulli_slope(x):
    x = np.asarray(x, float)
    small = np.abs(x) < 1e-3
    y = np.where(small, 1.0, x)
    b = y / np.expm1(y)
    return np.where(small, -0.5 + x / 6 - x**3 / 180, b / y * (1 - b - y))


def cell_weights(d, scheme):
    """Coefficients of n_left and n_right in F*h/D."""
    if scheme == "SG":
        return bernoulli(-d), bernoulli(d)
    return 1 + d / 2, 1 - d / 2


def cell_flux(x, u, n, scheme):
    right, left = cell_weights(np.diff(u), scheme)
    return (right * n[:-1] - left * n[1:]) / np.diff(x)


def continuity_matrix(x, u, scheme, decay=0.0):
    h = np.diff(x)
    right, left = cell_weights(np.diff(u), scheme)
    right, left = right / h, left / h
    volume = (h[1:] + h[:-1]) / 2
    matrix = np.diag(right[1:] + left[:-1] + volume * decay)
    matrix += np.diag(-left[1:-1], 1) + np.diag(-right[1:-1], -1)
    return matrix, right[0], left[-1], volume


def solve_continuity(x, u, n_first, n_last, scheme, source=0.0, decay=0.0):
    matrix, w_first, w_last, volume = continuity_matrix(x, u, scheme, decay)
    rhs = volume * source
    rhs[0] += w_first * n_first
    rhs[-1] += w_last * n_last
    return np.concatenate(([n_first], np.linalg.solve(matrix, rhs), [n_last]))


def mesh_operators(x):
    cells = len(x) - 1
    h = np.diff(x)
    pick_right = sparse.eye(cells, cells - 1, k=0, format="csr")
    pick_left = sparse.eye(cells, cells - 1, k=-1, format="csr")
    return h, (h[1:] + h[:-1]) / 2, pick_left, pick_right


def equilibrium_potential(x, n_contact, u_last):
    """Discrete Poisson-Boltzmann equation with n = n_contact*exp(u)."""
    h, volume, pick_left, pick_right = mesh_operators(x)
    grad = pick_right - pick_left
    laplace = -(grad.T @ sparse.diags(1 / h) @ grad)
    u = u_last * (x - x[0]) / (x[-1] - x[0])
    for _ in range(100):
        n = n_contact * np.exp(u[1:-1])
        residual = -(grad.T @ (np.diff(u) / h)) - volume * n
        change = spsolve((laplace - sparse.diags(volume * n)).tocsc(), -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-9:
            return u
    raise RuntimeError("equilibrium iteration did not converge")


def solve_device(cells, n_contact, biases):
    """Coupled SG and Poisson equations; biases are increasing, in units kT/e."""
    x = np.linspace(0, 1, cells + 1)
    h, volume, pick_left, pick_right = mesh_operators(x)
    grad = pick_right - pick_left
    laplace = -(grad.T @ sparse.diags(1 / h) @ grad)
    u = equilibrium_potential(x, n_contact, 0.0)
    n = n_contact * np.exp(u)
    results, present = [], 0.0
    for target in biases:
        stages = np.linspace(present, target, int(np.ceil((target - present) / 2)) + 1)
        for bias in stages[1:]:
            u = u + (bias - present) * x
            present = bias
            for _ in range(60):
                d = np.diff(u)
                right, left = cell_weights(d, "SG")
                flux = (right * n[:-1] - left * n[1:]) / h
                slope = -(bernoulli_slope(-d) * n[:-1] + bernoulli_slope(d) * n[1:]) / h
                residual = np.concatenate((-(grad.T @ (d / h)) - volume * n[1:-1],
                                           -(grad.T @ flux)))
                density_part = (sparse.diags(right / h) @ pick_left
                                - sparse.diags(left / h) @ pick_right)
                jacobian = sparse.bmat(
                    [[laplace, -sparse.diags(volume)],
                     [-(grad.T @ sparse.diags(slope) @ grad), -(grad.T @ density_part)]],
                    format="csc")
                change = spsolve(jacobian, -residual)
                u[1:-1] += change[:cells - 1]
                n[1:-1] += change[cells - 1:]
                if (np.max(np.abs(change[:cells - 1])) < 1e-8
                        and np.max(np.abs(change[cells - 1:])) < 1e-8 * n_contact):
                    break
            else:
                raise RuntimeError("coupled iteration did not converge")
        results.append((x, u.copy(), n.copy(), np.mean(cell_flux(x, u, n, "SG"))))
    return results


# Cell flux against direct integration of dn/dxi = d*n - F*h/D across one cell.
for d in (-6.0, -1.0, 0.0, 2.5, 6.0):
    right, left = cell_weights(d, "SG")
    scaled_flux = right * 3.0 - left * 0.5
    path = solve_ivp(lambda xi, y: d * y - scaled_flux, (0, 1), [3.0],
                     rtol=1e-11, atol=1e-13)
    assert abs(path.y[0, -1] - 0.5) < 1e-6
    if d != 0:
        enhanced = d / 2 / np.tanh(d / 2)
        assert abs(scaled_flux - (enhanced * 2.5 + d * 1.75)) < 1e-12

# Uniform field: SG against the continuum solution, centred against its power law.
xt = np.linspace(0, 1, 11)
ut = 40.0 * xt
uniform_sg = solve_continuity(xt, ut, 1.0, 10.0, "SG")
uniform_centred = solve_continuity(xt, ut, 1.0, 10.0, "centred")
assert np.allclose(uniform_sg, 1 + 9 * np.expm1(ut) / np.expm1(40.0), rtol=1e-10)
rho = (1 + 2.0) / (1 - 2.0)
power_law = 1 + 9 * (rho ** np.arange(11) - 1) / (rho**10 - 1)
assert np.allclose(uniform_centred, power_law, atol=1e-10)
assert uniform_centred.min() < 0

# Random meshes and potentials: sign of the inverse matrix and of the solution.
rng = np.random.default_rng(7)
trials, centred_failures = 300, 0
for _ in range(trials):
    xr = np.concatenate(([0.0], np.cumsum(rng.uniform(0.1, 2.0, 12))))
    steps = rng.uniform(-8, 8, 12)
    ur = np.concatenate(([0.0], np.cumsum(steps)))
    decay, source = rng.uniform(0, 1, 11), rng.uniform(0, 1, 11)
    inverse = np.linalg.inv(continuity_matrix(xr, ur, "SG", decay)[0])
    assert inverse.min() > -1e-13 * inverse.max()
    assert solve_continuity(xr, ur, 1.0, 0.1, "SG", source, decay).min() > 0
    inverse = np.linalg.inv(continuity_matrix(xr, ur, "centred", decay)[0])
    centred_failures += inverse.min() < -1e-10 * np.abs(inverse).max()
    gentle = ur * 0.2475  # every potential step now lies within +-1.98
    inverse = np.linalg.inv(continuity_matrix(xr, gentle, "centred", decay)[0])
    assert inverse.min() > -1e-13 * inverse.max()
assert centred_failures > 0

# Physical parameters in Gaussian units.
temperature, eps, thickness = 300.0, 3.0, 1e-5            # K, 1, cm
mobility_volt, contact_density = 1e-3, 1e18               # cm^2/(V s), cm^-3
volt_per_statvolt = const.c * 1e-6
esu_per_coulomb = const.c * 10
charge = const.e * esu_per_coulomb
kT = const.k * temperature * 1e7
thermal_volt = kT / charge * volt_per_statvolt
mobility = mobility_volt * volt_per_statvolt
diffusion = mobility * kT / charge
density_unit = eps * kT / (4 * np.pi * charge**2 * thickness**2)
current_unit = charge * diffusion * density_unit / thickness / esu_per_coulomb
debye_nm = np.sqrt(eps * kT / (4 * np.pi * charge**2 * contact_density)) * 1e7
nc = contact_density / density_unit

# Equilibrium between unequal contacts on ten cells.
built_in_volt = 0.8
xe = np.linspace(0, 1, 11)
ue = equilibrium_potential(xe, nc, -built_in_volt / thermal_volt)
boltzmann = nc * np.exp(ue)
eq_sg = solve_continuity(xe, ue, boltzmann[0], boltzmann[-1], "SG")
eq_centred = solve_continuity(xe, ue, boltzmann[0], boltzmann[-1], "centred")
eq_error = np.max(np.abs(eq_sg / boltzmann - 1))
one_way = bernoulli(-np.diff(ue)) * eq_sg[:-1] / np.diff(xe)
net_ratio = abs(cell_flux(xe, ue, eq_sg, "SG")[-1]) / one_way[-1]
spurious = cell_flux(xe, ue, eq_centred, "centred")[-1]
assert eq_error < 1e-9 and net_ratio < 1e-9
assert eq_centred.min() < 0 and abs(spurious) > 1e3 * net_ratio * one_way[-1]

# Device under bias: SG on several meshes, collocation as independent reference.
low_volt, high_volt = 2.0, 8.0
v_low, v_high = low_volt / thermal_volt, high_volt / thermal_volt
runs = {cells: solve_device(cells, nc, [v_low])[0] for cells in (10, 20, 40, 80, 800)}
runs[400], high_run = solve_device(400, nc, [v_low, v_high])
xg, ug, ng, fg = runs[800]
reference = solve_bvp(
    lambda x, y, p: np.vstack((y[1], y[2], y[2] * y[1] - p[0])),
    lambda a, b, p: np.array([a[0], b[0] - v_low, a[2] - nc, b[2] - nc]),
    xg, np.vstack((ug, np.gradient(ug, xg), ng)), p=[fg], tol=1e-7, max_nodes=40000)
assert reference.status == 0
flux_ref = reference.p[0]
errors = {cells: run[3] / flux_ref - 1 for cells, run in runs.items()}
order = np.log2(abs(errors[400] / errors[800]))
assert abs(errors[800]) < 5e-3 and 1.7 < order < 2.3

# Same coarse potential, two continuity schemes.
xb, ub, nb, fb = runs[10]
bias_sg = solve_continuity(xb, ub, nc, nc, "SG")
bias_centred = solve_continuity(xb, ub, nc, nc, "centred")
assert np.allclose(bias_sg, nb, rtol=1e-5) and bias_sg.min() > 0
assert bias_centred.min() < 0
resistance = np.sum(np.diff(xb) / (bernoulli(-np.diff(ub)) * np.exp(ub[:-1])))
assert abs((nc - nc * np.exp(-v_low)) / resistance / fb - 1) < 1e-6
flux_centred = np.mean(cell_flux(xb, ub, bias_centred, "centred"))

# Once the mesh resolves the potential, centred differences are positive as well.
xf, uf, nf, _ = runs[400]
fine_centred = solve_continuity(xf, uf, nc, nc, "centred")
fine_step = np.max(np.abs(np.diff(uf)))
fine_difference = np.max(np.abs(fine_centred / nf - 1))
assert fine_step < 2 and fine_centred.min() > 0 and fine_difference < 0.1


# Space-charge law, Gaussian form checked against the SI form.
def mott_gurney(volts):
    v = volts / volt_per_statvolt
    return 9 * eps * mobility * v**2 / (32 * np.pi * thickness**3) / esu_per_coulomb


si_value = (9 / 8 * const.epsilon_0 * eps * mobility_volt * 1e-4 * low_volt**2
            / (thickness * 1e-2) ** 3 * 1e-4)
assert abs(mott_gurney(low_volt) / si_value - 1) < 1e-6
ratio_low = flux_ref * current_unit / mott_gurney(low_volt)
ratio_high = high_run[3] * current_unit / mott_gurney(high_volt)
assert abs(ratio_high - 1) < abs(ratio_low - 1)

print(f"temperature {temperature:.0f} K; thickness {thickness*1e7:.0f} nm; permittivity {eps:.0f}")
print(f"mobility {mobility_volt:.1e} cm^2/(V s); contact density {contact_density:.1e} cm^-3")
print(f"thermal voltage kT/e = {thermal_volt:.5f} V; D = {diffusion:.4e} cm^2/s")
print(f"density unit n_s = {density_unit:.4e} cm^-3; contact Debye length {debye_nm:.3f} nm")
print("uniform field, d=4, n_0=1, n_10=10 (dimensionless), nodes 7 to 10:")
print("  SG     ", " ".join(f"{v:.5f}" for v in uniform_sg[7:]))
print("  centred", " ".join(f"{v:.5f}" for v in uniform_centred[7:]))
print(f"random cases {trials}; centred inverse has negative entries in {centred_failures}")
print(f"EQUILIBRIUM, built-in {built_in_volt:.1f} V, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)")
for row in zip(xe * thickness * 1e7, ue, eq_sg * density_unit, eq_centred * density_unit):
    print("  %5.0f %9.4f %12.4e %12.4e" % row)
print(f"largest relative deviation of SG from Boltzmann: {eq_error:.0e}")
print(f"SG net flux / one-way flux, last cell: {net_ratio:.0e}")
print(f"centred spurious electron flux times e: {spurious*current_unit:.3e} A/cm^2")
print(f"BIAS {low_volt:.0f} V = {v_low:.3f} kT/e, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)")
for row in zip(xb * thickness * 1e7, ub, bias_sg * density_unit, bias_centred * density_unit):
    print("  %5.0f %9.4f %12.4e %12.4e" % row)
print(f"10 cells, e*flux: SG {fb*current_unit:.4e}, centred {flux_centred*current_unit:.4e} A/cm^2")
print(f"collocation reference, e*flux: {flux_ref*current_unit:.5e} A/cm^2")
for cells in sorted(errors):
    print(f"  SG current error, {cells:3d} cells: {100*errors[cells]:+.4f} %")
print(f"observed order from 400 and 800 cells: {order:.3f}")
print(f"400 cells: largest |d| {fine_step:.3f}; centred/SG density differ by {100*fine_difference:.2f} %")
print(f"Mott-Gurney current at {low_volt:.0f} V: {mott_gurney(low_volt):.4e} A/cm^2")
print(f"current / Mott-Gurney: {ratio_low:.4f} at {low_volt:.0f} V, {ratio_high:.4f} at {high_volt:.0f} V")
print("ALL CHECKS PASSED")
```

Running it gives:

```
temperature 300 K; thickness 100 nm; permittivity 3
mobility 1.0e-03 cm^2/(V s); contact density 1.0e+18 cm^-3
thermal voltage kT/e = 0.02585 V; D = 2.5852e-05 cm^2/s
density unit n_s = 4.2860e+14 cm^-3; contact Debye length 2.070 nm
uniform field, d=4, n_0=1, n_10=10 (dimensionless), nodes 7 to 10:
  SG      1.00006 1.00302 1.16484 10.00000
  centred 0.66651 1.99986 -2.00020 10.00000
random cases 300; centred inverse has negative entries in 300
EQUILIBRIUM, built-in 0.8 V, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)
      0   -0.0000   1.0000e+18   1.0000e+18
     10   -3.6590   2.5758e+16  -2.9316e+17
     20   -6.7170   1.2101e+15   6.1323e+16
     30   -9.7468   5.8480e+13  -1.2555e+16
     40  -12.7752   2.8300e+12   2.5676e+15
     50  -15.8036   1.3696e+11  -5.2533e+14
     60  -18.8320   6.6280e+09   1.0721e+14
     70  -21.8603   3.2076e+08  -2.2152e+13
     80  -24.8887   1.5523e+07   4.3040e+12
     90  -27.9170   7.5126e+05  -1.1065e+12
    100  -30.9454   3.6357e+04   3.6357e+04
largest relative deviation of SG from Boltzmann: 2e-16
SG net flux / one-way flux, last cell: 2e-16
centred spurious electron flux times e: 2.357e-06 A/cm^2
BIAS 2 V = 77.363 kT/e, 10 cells: x/nm, u, n_SG, n_centred (cm^-3)
      0    0.0000   1.0000e+18   1.0000e+18
     10   -0.7288   1.5535e+17   1.5345e+17
     20    2.1670   9.1452e+16   1.1295e+17
     30    7.1966   6.9299e+16   1.9295e+16
     40   13.8430   5.7646e+16   1.4756e+17
     50   21.8344   5.0270e+16  -1.0379e+17
     60   30.9986   4.5093e+16   2.8073e+17
     70   41.2150   4.1214e+16  -3.1365e+17
     80   52.3930   3.8173e+16   5.4323e+17
     90   64.4617   3.5710e+16  -6.7437e+17
    100   77.3635   1.0000e+18   1.0000e+18
10 cells, e*flux: SG 1.9082e+00, centred 1.7654e+00 A/cm^2
collocation reference, e*flux: 1.61491e+00 A/cm^2
  SG current error,  10 cells: +18.1593 %
  SG current error,  20 cells: +5.7977 %
  SG current error,  40 cells: +1.6927 %
  SG current error,  80 cells: +0.4548 %
  SG current error, 400 cells: +0.0188 %
  SG current error, 800 cells: +0.0047 %
observed order from 400 and 800 cells: 1.998
400 cells: largest |d| 0.354; centred/SG density differ by 1.73 %
Mott-Gurney current at 2 V: 1.1953e+00 A/cm^2
current / Mott-Gurney: 1.3510 at 2 V, 1.0393 at 8 V
ALL CHECKS PASSED
```
